# Real-time TDHF spectra of a PPP molecule, checked against linear response

## Definitions and conventions

The molecule is a planar π system with one orbital and one electron per carbon site. Site $i$ has position $\mathbf r_i$, with components $x_i,y_i$ measured from the molecular centre. The Pariser-Parr-Pople (PPP) Hamiltonian is

$$H=\sum_{ij\sigma}T_{ij}c^\dagger_{i\sigma}c_{j\sigma}+U\sum_i(n_{i\uparrow}-\tfrac12)(n_{i\downarrow}-\tfrac12)+\tfrac12\sum_{i\ne j}\gamma_{ij}(n_i-1)(n_j-1).$$

Here $T$ is real and links neighbours. The repulsion has the Ohno form $\gamma_{ij}=[U^{-2}+(r_{ij}/k)^2]^{-1/2}$ with $k=e^2/4\pi\varepsilon_0=1.44$ eV nm, so $\gamma_{ii}=U$.

The state is a closed-shell determinant, described by the density matrix of one spin, $D_{ij}=\langle c^\dagger_{j\sigma}c_{i\sigma}\rangle$, with $D^2=D$. The electron charge is $-e$, so the dipole along $x$ is $\mu=-e\sum_i x_i(2D_{ii}-1)$. Indices $i,j$ also label occupied orbitals and $a,b$ empty ones where orbitals are meant.

The task is to kick the ground state, record $\mu(t)$, and read excitation energies from its Fourier transform. The simplest scheme diagonalizes the ground-state Fock matrix, lets the kicked density evolve under that fixed matrix with Euler steps, and transforms the raw record. Each of these choices fails in a way that can be calculated, and each failure fixes one part of the working scheme.

## The kick

A field $E(t)$ along $x$ adds $-\mu E=+eE\sum_i x_i(n_i-1)$ to $H$. Let the pulse become very short at fixed area. $H$ then has no time to act, and each orbital amplitude on site $i$ is multiplied by $e^{-i\kappa x_i}$:

$$D_{ij}(0^+)=e^{-i\kappa(x_i-x_j)}D^0_{ij},\qquad \kappa=\frac e\hbar\int E\,dt .$$

The site charges are unchanged at first; the kick sets up currents. To first order, $\delta D(0^+)=-i\kappa[x,D^0]$.

## First failure: a frozen Fock matrix

The correct mean field follows from $i\hbar\dot D_{ij}=\langle[c^\dagger_jc_i,H]\rangle$, taken for spin up. The hopping part is

$$\Big[c_j^\dagger c_i,\sum_{kl}T_{kl}c_k^\dagger c_l\Big]=\sum_lT_{il}c_j^\dagger c_l-\sum_kT_{kj}c_k^\dagger c_i,$$

whose expectation value is $[T,D]_{ij}$.

For the repulsion with $i\neq j$, note that $c_j^\dagger c_i$ moves an electron from $i$ to $j$. The commutator is $c_j^\dagger c_i$ times the repulsion energy before the move minus that after it. The mutual term of the two spin-up orbitals is the same before and after, so it drops out:

$$[c_j^\dagger c_i,V]=c_j^\dagger c_i\sum_{l\sigma}{}'(\gamma_{il}-\gamma_{jl})(n_{l\sigma}-\tfrac12),$$

where the prime omits $i\uparrow$ and $j\uparrow$. In a determinant, Wick's theorem gives $\langle c_j^\dagger c_i(n_{l\sigma}-\tfrac12)\rangle=D_{ij}(D_{ll}-\tfrac12)$, plus an exchange term $-D_{il}D_{lj}$ for spin up. The sum is the commutator of $D$ with the interaction part of

$$F(D)=T+\mathrm{diag}[\gamma q]-\gamma\circ(D-\tfrac12I),\qquad q_i=2D_{ii}-1,$$

where $\circ$ multiplies element by element. To see this, take the terms $l=i$ and $l=j$ of the exchange commutator. They add up to $-D_{ij}[(\gamma_{ii}-\gamma_{ji})(D_{ii}-\tfrac12)+(\gamma_{ij}-\gamma_{jj})(D_{jj}-\tfrac12)]$, which removes from the direct term just the two spin-up contributions that the prime omits. For $i=j$ both sides vanish. Hence

$$i\hbar\dot D=[F(D),D].$$

For a random complex determinant, the commutator evaluated in the full many-electron space agrees with this matrix formula to $4\times10^{-15}$ eV.

The ground state satisfies $[F(D^0),D^0]=0$ and is found by repeatedly diagonalizing $F$ and filling its lowest orbitals. If $F$ is then frozen, the empty-occupied element $z_{ai}=\delta D_{ai}$ obeys $i\hbar\dot z_{ai}=(\varepsilon_a-\varepsilon_i)z_{ai}$. The dipole oscillates at orbital gaps, whatever the repulsion between the moving charges. The cure is to rebuild $F(D)$ whenever the time derivative is evaluated.

## What the updated field must give

Linearizing supplies the prediction against which the peaks are tested. For real orbitals define

$$(mn|kl)=\sum_{pq}\phi_m(p)\phi_n(p)\,\gamma_{pq}\,\phi_k(q)\phi_l(q).$$

To first order $D^2=D$ leaves only $z_{ai}$ and its conjugate $\delta D_{ia}=z_{ai}^*$. Since $[\delta F,D^0]_{ai}=\delta F_{ai}$, inserting $\delta D$ into $F$ gives

$$i\hbar\dot z=Az+Bz^*,$$
$$A_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+2(ai|bj)-(ab|ij),$$
$$B_{ai,bj}=2(ai|bj)-(aj|ib).$$

The factor 2 comes from the two spins, which both feed the direct field; exchange acts within one spin.

Write $z=u+iv$ and separate real and imaginary parts:

$$\hbar\dot u=(A-B)v,\qquad \hbar\dot v=-(A+B)u.$$

The kick gives $u(0)=0$ and $v(0)=-\kappa\,\xi$, where $\xi_{ai}=\sum_p x_p\phi_a(p)\phi_i(p)$. If $A-B$ is positive definite, let $M=(A-B)^{1/2}$ and $u=Mw$. Then $\hbar\dot w=Mv$, and a second derivative gives $\hbar^2\ddot w=-M(A+B)M\,w$. With normalized eigenvectors,

$$M(A+B)M\,Z_n=(\hbar\omega_n)^2Z_n,\qquad w=-\kappa\sum_nZ_n\frac{Z_n\!\cdot M\xi}{\hbar\omega_n}\sin\omega_nt .$$

The induced dipole (any permanent part is subtracted from here on) is $\mu=-2e\,\mathrm{Tr}(x\,\delta D)=-4e\,\xi\cdot u$, so

$$\mu(t)=2e\kappa\sum_n|x_{0n}|^2\sin\omega_nt,\qquad |x_{0n}|^2=\frac{2(Z_n\!\cdot M\xi)^2}{\hbar\omega_n}.$$

This is the statement to be verified. It needs $A+B$ positive definite as well. A negative eigenvalue makes some $\omega_n^2$ negative, and a general disturbance along that mode then contains a part that grows exponentially while it is small, instead of oscillating.

The initial slope gives a sum rule. From $\hbar\dot D_{ii}=2\sum_jT_{ij}\,\mathrm{Im}D_{ji}$ and $\mathrm{Im}D_{ji}(0^+)=-\kappa(x_j-x_i)D^0_{ij}$, symmetrizing in $i$ and $j$ gives $\hbar\dot\mu(0^+)=-2e\kappa\sum_{ij}T_{ij}D^0_{ij}(x_i-x_j)^2$. Comparison with the slope of the sines yields

$$\sum_n\hbar\omega_n|x_{0n}|^2=-\sum_{ij}T_{ij}D^0_{ij}(x_i-x_j)^2 .$$

The kick leaves $D_{ii}$ and $|D_{ij}|$ alone, so it changes only the hopping energy, by $2\sum_{ij}T_{ij}D^0_{ij}[\cos\kappa(x_i-x_j)-1]$. To order $\kappa^2$ this equals $\kappa^2\sum_n\hbar\omega_n|x_{0n}|^2$.

### Two sites, solved by hand

For two sites with $T_{12}=-t$, the orbitals are $(1,\pm1)/\sqrt2$ and $D^0_{12}=\tfrac12$. The effective hopping is $-(t+\gamma_{12}/2)$, so the gap is $2t+\gamma_{12}$. The integrals are $(ai|ai)=(U-\gamma_{12})/2$ and $(aa|ii)=(U+\gamma_{12})/2$. Therefore $A=2t+(U-\gamma_{12})/2$, $B=(U-\gamma_{12})/2$, and

$$\hbar\omega=\sqrt{2t\,(2t+U-\gamma_{12})}.$$

The exchange part of the gap, $\gamma_{12}$, has cancelled in $A-B=2t$. There the attraction between the electron and the hole, $-(aa|ii)$, and the exchange integral $(ai|ai)$ add up to $-\gamma_{12}$. For $t=2.6$, $U=11.0$ and $\gamma_{12}=7.69$ eV the gap is $12.9$ eV, while $\hbar\omega=\sqrt{5.2\times8.51}=6.7$ eV. Without repulsion both equal $2t$, and freezing $F$ would do no harm.

## Second failure: Euler steps

In the linear regime a normal mode obeys $\dot a=-i\omega a$. An Euler step multiplies it by $1-i\theta$, with $\theta=\omega\Delta t$, whose modulus $\sqrt{1+\theta^2}$ exceeds 1. For a 5.31 eV mode and $\Delta t=0.005$ fs, $\theta=5.31\times0.005/0.658=0.040$. Over 20 000 steps (100 fs) the amplitude grows by about $e^{20000\,\theta^2/2}\approx e^{16}$. Higher modes grow faster, by about $e^{53}$ for a 9.56 eV mode, and for the butadiene example below the full nonlinear equation diverges within 20 fs at this step.

The fourth-order Runge-Kutta step (RK4) multiplies the mode by the Taylor polynomial $R$ of $e^z$ through $z^4$, with $z=-i\theta$. Its logarithm is

$$\ln R=z+\ln[1-e^{-z}(e^z-R)]=z-\frac{z^5}{120}+\frac{z^6}{144}-\frac{z^7}{336}+\dots$$

Since $z^5=-i\theta^5$, $z^6=-\theta^6$ and $z^7=i\theta^7$,

$$\omega_{\rm num}=\omega\Big(1-\frac{\theta^4}{120}+\frac{\theta^6}{336}-\dots\Big),$$

with an amplitude loss of $\theta^6/144$ per step. The peak moves down slightly and the motion is weakly damped. RK4 does not keep $D^2=D$ by construction, so this has to be monitored.

## Third failure: the raw transform

The record ends at a finite time $\mathcal T$. Let $s(t)=\mu/(e\kappa)$. For one line, with $\delta=\omega-\omega_n$,

$$\int_0^{\mathcal T}\!s\,\sin\omega t\,dt=|x_{0n}|^2\int_0^{\mathcal T}[\cos\delta t-\cos(\omega+\omega_n)t]\,dt .$$

The first part is $\sin(\delta\mathcal T)/\delta$. Its tails fall only as $1/\delta$, and a strong line spills onto weak ones. In the 100 fs butadiene record below the effect is modest: the height of the weak line is off by 1.4%, and ripples of up to about 7% of that height lie between the two lines, where they could hide or mimic a still weaker line. Multiply the record by $w(t)=\cos^2(\pi t/2\mathcal T)$, which starts at 1 and ends at 0 with zero slope. Writing $w=\tfrac12+\tfrac12\cos pt$, with $p=\pi/\mathcal T$, and integrating each cosine gives

$$\int_0^{\mathcal T}w\cos\delta t\,dt=\frac{\sin\delta\mathcal T}{2}\Big[\frac1\delta-\frac{\delta}{\delta^2-p^2}\Big]=\frac{\sin\delta\mathcal T}{2\delta(1-\delta^2/p^2)} .$$

The tails now fall as $1/\delta^3$. The value at $\delta=0$ is $\mathcal T/2$, and the limit at $\delta=\pm p$ is $\mathcal T/4$. A line therefore has height $|x_{0n}|^2\mathcal T/2$ and full width at half height $2p$, or $h/\mathcal T$ in energy.

The sine part of the transform must be used, not the modulus. The cosine part contains $\int w\sin\delta t\,dt$, which integration by parts shows to fall as $w(0)/\delta$, because the record starts abruptly.

## The resulting scheme

1. Iterate to $D^0$ and confirm that $A\pm B$ are positive definite.
2. Apply a weak kick along $x$ and, in a separate run, along $y$.
3. Propagate $i\hbar\dot D=[F(D),D]$ by RK4, rebuilding $F$ at all four stages.
4. Add the $x$ response to the $x$ kick and the $y$ response to the $y$ kick. The strengths become $|\mathbf r_{0n}|^2=|x_{0n}|^2+|y_{0n}|^2$.
5. Apply $w$, use a zero-padded fast Fourier transform to find the maxima, and discard the small side lobes that the window leaves beside each line (here, within the range 1 to 40 eV, every maximum within 0.5 eV of a higher one and every maximum below $2\times10^{-4}$ of the highest; a true line that close or that weak would be missed too). Refine each remaining maximum by maximizing the directly summed sine transform. Zero padding refines the energy grid; it does not narrow the lines.
6. Compare positions and heights with $\hbar\omega_n$ and $|\mathbf r_{0n}|^2$.

## Butadiene

Planar s-trans butadiene is the smallest conjugated diene. The rough inputs are bond lengths 0.134 and 0.146 nm, angle 124°, hoppings $-2.6$ eV (double bonds) and $-2.2$ eV (single bond), and $U=11.0$ eV. The orbital energies are $\pm5.194$ and $\pm7.925$ eV. Two occupied and two empty orbitals give four singlet roots:

| Root | Energy (eV) | $\lvert\mathbf r_{0n}\rvert^2$ (nm²) |
|---|---:|---:|
| 1 | 5.313 | 0.01702 |
| 2 | 7.123 | 0 |
| 3 | 7.696 | 0 |
| 4 | 9.558 | 0.00131 |

The zeros are rounding noise of order $10^{-33}$ nm². Position is odd under inversion through the molecular centre, so to first order in $\kappa$ the even roots 2 and 3 do not answer a uniform kick. They can be checked without the dipole: differentiating the nonlinear equation about $D^0$ and diagonalizing the resulting $16\times16$ matrix reproduces all four roots to about $10^{-4}$ eV or better. The sum rule holds too: $5.313\times0.01702+9.558\times0.00131=0.1029$ eV nm², equal to the bond-order side.

With $\kappa=0.01$ nm⁻¹, $\mathcal T=100$ fs and $\Delta t=0.005$ fs, the search of step 5 finds two peaks, at 5.313 and 9.558 eV. They lie $0.9\times10^{-6}$ and $2.5\times10^{-6}$ eV below their roots, far inside the line width of 0.041 eV, and their strengths agree with the table. The largest element of $D^2-D$ at the end is $2\times10^{-12}$. These small numbers measure the agreement of two solutions of one model, not its accuracy for a molecule.

The controls behave as derived:

- With $F$ frozen, the main peak sits at 10.388 eV, which is the gap $2\times5.194$ eV. Updating the field moves it by $-5.1$ eV.
- With $\Delta t=0.04$ fs the main peak shifts by $-4.63\times10^{-4}$ eV. The leading RK4 term gives $-4.81\times10^{-4}$ eV. Here $\theta=0.323$, and the next term reduces the shift by the fraction $120\,\theta^2/336=0.037$, which accounts for the difference.
- Kicks of 0.25 and 0.50 nm⁻¹ shift the main peak by $-0.56$ and $-2.22$ meV, a ratio of 4.00. Inversion turns $\kappa$ into $-\kappa$ without changing the frequency, so the leading shift must be quadratic.

## What the peaks do not settle

Exact diagonalization of the same PPP Hamiltonian puts the bright state at 5.78 eV, so TDHF is 0.47 eV too low within its own model. For these inputs there is also a qualitative error. The lowest exact dark singlet lies at 5.53 eV, below the bright state, and only 0.44 of its weight consists of single excitations from the Hartree-Fock determinant, against 0.98 for the bright state. TDHF puts its lowest dark root at 7.12 eV. The order of the two exact states depends on the rough inputs and says nothing firm about real butadiene: with $U=10$ eV the bright state lies at 5.40 eV and the dark one at 5.69 eV. What persists, for $U$ from 9 to 12 eV, is the small single-excitation weight of the dark state, between 0.55 and 0.39. The exact model has 19 excited singlets; linear TDHF has four roots. A longer record or a smaller step cannot supply the missing states.

## Reading the result for a resist

The same record gives an absorption cross-section. The kick has the flat spectrum $\int E\,dt=\hbar\kappa/e$, so the orientation-averaged polarizability has imaginary part $e^2S/3\hbar$, where $S$ is the sine transform of $s$ summed over the $x$ and $y$ kicks, as in step 4. Inserting this in $\sigma=\omega\,\mathrm{Im}\,\alpha/\varepsilon_0c$, with fine-structure constant $\alpha_{\rm fs}=e^2/4\pi\varepsilon_0\hbar c$ and photon energy $\mathcal E=\hbar\omega$, gives

$$\sigma=\frac{4\pi\alpha_{\rm fs}\,\mathcal E\,S}{3\hbar}.$$

A Gaussian window in time, replacing $w$, gives each line a Gaussian shape; the standard deviation is set here to 0.3 eV. At 248 nm (5.00 eV) TDHF gives $6.3\times10^{-3}$ nm². For an assumed density of one chromophore per nm³, the base-10 absorbance is $6.3\times10^{-3}\times1000/2.303=2.7$ per µm. At 193 nm (6.42 eV) it is 0.006 per µm. This second value comes from the far tail of the assumed Gaussian; a line shape with slower tails, such as a Lorentzian, would make it many times larger. With the exact PPP lines and the same broadening, the cross-sections are $3.2\times10^{-4}$ nm² at 248 nm and $1.2\times10^{-3}$ nm² at 193 nm. The order of the two wavelengths is reversed, because both lie on the flanks of a narrow band that correlation moves by 0.47 eV.

Real butadiene is a gas under ordinary conditions, with a strong absorption band near 6 eV (a rough figure). The TDHF peak at 5.31 eV (233 nm) is clearly too low, and its 248 nm absorbance should not be used for design. A resist film also breaks the assumption of a rigid, isolated molecule. A C=C bond treated as an oscillator with a quantum of 0.2 eV and a reduced mass of 6 atomic mass units has an rms stretch of 0.0042 nm at 300 K. In the symmetric vibration of the two double bonds this is the rms of the normal coordinate, and each bond stretches by $0.0042/\sqrt2=0.0030$ nm. With an assumed hopping slope of 40 eV/nm, and the repulsion held fixed, this moves the bright root by about 0.22 eV, down for a stretch and up for a compression. A surrounding medium of refractive index 1.7, treated as a reaction field around a cavity of radius 0.35 nm, lowers the root by 0.33 eV. The radius is an assumption, and the shift goes roughly as its inverse cube: about 0.5 eV for 0.30 nm and 0.22 eV for 0.40 nm. Both shifts are comparable with the assumed broadening. Sigma electrons, Rydberg states, ionization and torsion are outside the model and have not been sized. For a chromophore whose band edge lies near an exposure wavelength, these errors of a few tenths of an eV decide the predicted transparency, while the numerical error of the propagation is negligible. The remaining computed values are in the numerical output.

## Table of computed values

```
C=C length 0.134 nm, C-C length 0.146 nm, angle 124 deg
hopping: double -2.6 eV, single -2.2 eV; U 11.0 eV
repulsion gamma 12, 23, 13, 14: 7.687, 7.343, 5.146, 3.669 eV
one-spin bond orders D12, D23, D14: 0.4787, 0.1445, -0.1445
orbital energies: -7.9248, -5.1938, 5.1938, 7.9248 eV
Hartree-Fock energy -18.7325 eV
lowest triplet A+B eigenvalue 0.9730 eV
largest equation-of-motion error, random determinant 3.6e-15 eV
TDHF root 1: 5.31270 eV, |r_0n|^2 1.7023e-02 nm^2
TDHF root 2: 7.12261 eV, |r_0n|^2 3.9509e-33 nm^2
TDHF root 3: 7.69649 eV, |r_0n|^2 5.9831e-33 nm^2
TDHF root 4: 9.55805 eV, |r_0n|^2 1.3079e-03 nm^2
sum rule: roots 0.102940, bond orders 0.102940 eV nm^2
record 100 fs, step 0.005 fs, line width h/T 0.0414 eV
weak kick 0.01 nm^-1, field impulse 0.00658 V fs/nm
peak 1: 5.31270 eV, |r|^2 1.7023e-02 nm^2, peak minus root -9.3e-07 eV
peak 2: 9.55805 eV, |r|^2 1.3079e-03 nm^2, peak minus root -2.5e-06 eV
main peak as wavelength 233.4 nm
energy after x kick: run 8.02515e-06 eV, formula 8.02514e-06 eV
largest element of D^2-D after weak kicks 1.7e-12
frozen-Fock peak 10.3876 eV, orbital gap 10.3876 eV
kick 0.25 nm^-1 shifts main peak by -5.550e-04 eV
kick 0.50 nm^-1 shifts main peak by -2.222e-03 eV
ratio of these shifts 4.003
step 0.04 fs: peak shift -4.632e-04 eV, RK4 formula -4.810e-04 eV
exact PPP: 20 singlets, correlation energy -0.5271 eV
exact PPP bright state 5.7795 eV, |r|^2 1.4695e-02 nm^2, singles 0.976
exact PPP lowest dark singlet 5.5325 eV, singles 0.439
C=C vibration: quantum 0.2 eV, 300 K, rms stretch 0.00418 nm
hopping slope 40 eV/nm, resulting shift of bright root -0.220 eV
film: index 1.7, cavity radius 0.35 nm, shift -0.330 eV
Gaussian standard deviation 0.3 eV, chromophores 1.0 nm^-3
193 nm (6.424 eV): cross-section TDHF 1.462e-05 nm^2, exact PPP 1.199e-03 nm^2
  film absorbance (base 10), TDHF 0.006 per um
248 nm (4.999 eV): cross-section TDHF 6.299e-03 nm^2, exact PPP 3.190e-04 nm^2
  film absorbance (base 10), TDHF 2.736 per um
```
